Nearest-neighbour eg bands of a simple cubic lattice, part 2

Electrons of one spin direction hop between nearest neighbours on a simple cubic lattice of constant a. Each site has two degenerate eg orbitals, |1> = x² − y² and |2> = 3z² − r². We seek the bands and the conditions under which their special features survive. Energies are measured from the common on-site level until part (i). The named points are Γ = (0,0,0), X = (π,0,0)/a, M = (π,π,0)/a and R = (π,π,π)/a.

The orbitals |x>, |y>, |z> point along the axes and add to zero as vectors. Their projectors P_α = |α><α| sum to (3/2) 1, with 1 the unit matrix. In the basis (|1>, |2>), |x> = (√3/2, −1/2), its orthogonal partner is |x⊥> = (1/2, √3/2), and τ_z = [[1,0],[0,−1]].

Part (b) gives the hopping matrix along axis α, with σ hopping t > 0 and δ hopping t_δ:

T_α = −[t P_α + t_δ (1 − P_α)].

The basic model sets t_δ = 0. Let c_α = cos(k_α a), S = c_x + c_y + c_z, and Q be the nonnegative square root of c_x² + c_y² + c_z² − c_x c_y − c_y c_z − c_z c_x. Its Bloch Hamiltonian H has bands

E± = −t (S ± Q),

with edges ∓3t. The two special features are a lower band flat at −3t on Γ–X, and two bands degenerate at −3t cos(ka) on Γ–R, where k is each component's magnitude.

In part (c), a p orbital on each bond, at energy −Δ relative to the d level, couples to |α> on its two neighbours with V and −V. Eliminating it, with E + Δ replaced by Δ in the denominator, gives

E ψ(n) = (V²/Δ) Σ_α |α> [2ψ_α(n) − ψ_α(n+α) − ψ_α(n−α)],

where ψ(n) is the d amplitude at site n and ψ_α(n) = <α|ψ(n)>. Thus t = V²/Δ, plus an on-site shift 3t, dropped until part (i).

Part (g), with d_α = 1 − c_α, gives

A = (H + 3t)/t = 2 Σ_α d_α P_α,

and the mass across the flat line, m* = 2ħ²/(3ta²), from curvature 3ta²/2.

**(h) Restore a small δ hopping t_δ. Separately, add an on-site splitting s between the two orbitals, as a tetragonal distortion would. Which of the two special features survives in each case?**

Solution. With the general bond matrix of part (b),

H = −2 Σ_α c_α [t P_α + t_δ (1 − P_α)]
= −2(t − t_δ) Σ_α c_α P_α − 2t_δ S 1.

The first term has the old eigenvalues with t replaced by t − t_δ. Collecting the terms in S,

E± = −(t + t_δ) S ∓ (t − t_δ) Q.

On Γ–R, Q = 0 and the two bands still coincide, now at −3(t + t_δ) cos(ka). On Γ–X the formerly flat state |x⊥> has, with S = 2 + c_x and Q = 1 − c_x,

E = −(t + t_δ)(2 + c_x) − (t − t_δ)(1 − c_x)
= −3t − t_δ (1 + 2c_x).

Since c_x runs from 1 to −1, this band acquires a width 4|t_δ|. The degeneracy follows from cubic symmetry. The flatness is not guaranteed by that symmetry: the δ hopping added here keeps the symmetry but removes the flatness.

For the tetragonal case, set t_δ = 0 and add

H_s = (s/2) τ_z,  s > 0,

with the hopping held at its cubic form. This raises x² − y² and lowers 3z² − r². On Γ–R the original matrix is a multiple of the unit matrix, so the bands become −3t cos(ka) ± s/2. The degeneracy is lifted by s all along the line.

On the line from Γ to X along x, the lower band is no longer flat. At Γ its energy is −3t − s/2. At X, use the states |x⊥> and |x>, whose unperturbed energies are −3t and +t. The needed elements of τ_z are

<x⊥|τ_z|x⊥> = 1/4 − 3/4 = −1/2,

<x⊥|τ_z|x> = √3/4 + √3/4 = √3/2.

To second order in s, the lower energy at X is

−3t − s/4 − (√3 s/4)²/(4t) = −3t − s/4 − 3s²/(64t).

The difference between X and Γ is s/4 − 3s²/(64t). Near Γ the two unperturbed levels are close and this expansion does not apply, but the value at Γ itself was found directly.

The line from Γ along z is different, because there the two basis orbitals do not mix. The x² − y² band stays flat at −3t + s/2. The 3z² − r² band starts at −3t − s/2 and, for s < 4t, rises through the flat one. The lower band on this line therefore has width s.

**(i) Keep the ligand orbitals explicitly instead of assuming a large Δ. How do the bands change? Then include hopping between neighbouring ligands and find the energy at R.**

Solution. Move the energy zero to the bare d level, so that the on-site shift 3t of part (c) is included. In the elimination of part (c), retain E + Δ in the denominator. For a Bloch state the bracket of neighbour amplitudes becomes 2(1 − c_α)ψ_α, and the equation is

E ψ = [V²/(E + Δ)] A ψ,  A = 2 Σ_α (1 − c_α) P_α.

This is the matrix A of part (g). Its eigenvalues are λ± = 3 + E±/t, where E± are the bands of the basic model. Thus

E (E + Δ) = V² λ.

The solution that belongs to the d-like antibonding bands is

E = −Δ/2 + √(Δ²/4 + V² λ).

For V²λ much smaller than Δ², expansion of the root gives E ≈ V²λ/Δ = tλ = 3t + E±, as it should. At larger V/Δ the upper energies are compressed, since the root grows more slowly than its linear expansion. The eigenvectors of A are unchanged, so the degeneracy on Γ–R remains. On Γ–X one eigenvalue λ is zero and gives E = 0 for all k_x: the flat state is nonbonding with respect to these ligands.

Now add ligand–ligand hopping. Let W be the difference between the σ and π hopping integrals of two p orbitals on neighbouring ligands. For p_x on one ligand and p_y on the other, with direction cosines l and m between them, the amplitude is lmW. The four displacements are (r, r′)a/2, where r and r′ are each ±1, and lm = rr′/2. The Bloch sum is

(W/2) Σ_(r,r′) r r′ exp[i(r k_x + r′ k_y)a/2]
= (W/2) [2i sin(k_x a/2)] [2i sin(k_y a/2)]
= −2W sin(k_x a/2) sin(k_y a/2).

The other pairs follow by renaming axes. At R every sine equals 1. The ligand matrix then has −Δ on its diagonal and −2W in every other place.

A d state |v> couples to the ligand vector with components <α|v>. These components add to zero, because |x> + |y> + |z> = 0. For such a vector, the sum of the other two components is minus the given one, so the off-diagonal part contributes +2W. The effective ligand energy is −Δ + 2W. At R, A = 6·1, and

E_R (E_R + Δ − 2W) = 6V²,

E_R = −(Δ − 2W)/2 + √[(Δ − 2W)²/4 + 6V²].

Positive W brings the relevant ligand states closer to the d level and raises E_R. The flat state on Γ–X is unaffected: it is orthogonal to |x>, and its couplings to p_y and p_z are proportional to sin(k_y a/2) and sin(k_z a/2), which vanish there. This conclusion is for a model with only the p orbitals that point along the bonds. Direct d–d hopping beyond it can still bend the band.

**(j) Evaluate the model for a ferromagnetic manganite of the La0.7Sr0.3MnO3 type. Use the rough values a = 0.39 nm, t = 0.50 eV, 0.70 eg electrons per Mn site and a temperature of 300 K. Estimate several of the neglected effects.**

Solution. Return to the energy zero of the basic model. The band edges are at −3 × 0.50 = −1.50 eV and +1.50 eV, with a total width of 3.00 eV. The energies at the named points are:

Γ: −1.50 eV, twice
X: −1.50 eV and +0.50 eV
M: −0.50 eV and +1.50 eV
R: +1.50 eV, twice

At M, for example, S = −1 and Q² = 3 + 1 = 4, which gives −0.50 × (−1 ± 2) eV. Halfway from Γ to X, c_x = 0 and the energies are −1.50 eV and −0.50 eV.

A point off the special lines uses the full formula. For ka = (π/3, π/2, 0), the cosines are 1/2, 0 and 1. Then S = 1.5 and Q² = 1/4 + 1 − 1/2 = 0.75, so Q = 0.866. The energies are

−0.50 × (1.5 + 0.866) = −1.183 eV,

−0.50 × (1.5 − 0.866) = −0.317 eV.

The curvature across the flat line is 1.5 × 0.50 = 0.75 eV in units of a². With ħ²/m_e = 0.0762 eV nm², where m_e is the electron mass,

m*/m_e = 0.0762 / (0.75 × 0.39²) = 0.67.

This mass describes the bottom of the band. It is not the mass at the chemical potential, which lies at −0.50 eV, or 1.00 eV above the bottom. To the printed digits this coincides with the lower energy at M. The filling was chosen independently, and no relation between the two has been derived here. Since kT = 0.026 eV, the chemical potential is about 39 kT above the bottom, and thermal smearing is small on the scale of the band.

The charge-transfer correction is much larger. Take Δ = 5.0 eV, and fix V by the leading-order relation, V = √(0.50 × 5.0) = 1.58 eV. The energy at R above the flat line is then

−2.5 + √(6.25 + 6 × 2.5) = 2.11 eV,

instead of 3.00 eV. With W = 0.75 eV, Δ − 2W = 3.5 eV and the result is

−1.75 + √(3.0625 + 15) = 2.50 eV.

In this comparison V and Δ are held fixed. The two corrections partly cancel. A value of t fitted directly to the width of a band would already contain part of them.

Smaller effects act on the special lines. A δ hopping of 0.010 eV gives the flat band a width of 4 × 0.010 = 0.040 eV. An orbital splitting s = 0.10 eV separates the bands on Γ–R by 0.10 eV. On the lines from Γ along x and y it gives the lower band a width of 0.024 eV, in agreement with 0.025 − 0.0009 eV from part (h). Along z, the tetragonal axis, the width is s = 0.10 eV.

Spin adds two limits. With an exchange splitting of 2.5 eV, the minority-spin eg bands start at 2.5 − 1.5 = 1.0 eV, which is 1.5 eV above the chemical potential. Their thermal occupation is negligible in a perfectly aligned ferromagnet. This is not the minority-spin gap of the material. The empty minority t2g bands, which the model omits, lie lower by the crystal-field splitting and are the lowest minority states, so the real gap is smaller and is not fixed by this model. If the local spins are disordered and the exchange is strong, an electron's spin follows the spin of each site. The magnitude of the hopping between sites whose spins differ by an angle θ is reduced by cos(θ/2). For random directions its mean is

(1/2) ∫ cos(θ/2) sin θ dθ = ∫ cos²(θ/2) sin(θ/2) dθ = 2/3,

with θ running from 0 to π. Scaling t by this factor gives a width of 2.0 eV. This estimate is rough. The root-mean-square spread of the levels scales instead with the square root of the mean of cos²(θ/2), which is 1/√2 = 0.71, so 2.0 eV is on the low side. The estimate ignores the phases and site-to-site fluctuations of the hopping, and it assumes an exchange splitting much larger than the bandwidth, which the value of 2.5 eV is not. Complete disorder is also an extreme case for a material still below its ordering temperature.

The electron–electron repulsion is also left out, and it is not small. In a state that keeps the cubic symmetry, each orbital holds 0.35 electrons and the mean local mixing of the two vanishes. For an effective repulsion of 3.0 eV between parallel-spin electrons in the two orbitals, the mean-field energy per site is

3.0 × 0.35² = 0.37 eV.

The band energy per site is −0.68 eV. The mean-field energy is thus about half the band energy in magnitude, and the repulsion itself equals the full bandwidth. Unequal orbital occupations would lower the mean-field repulsion at a cost in band energy, and the symmetric state is unstable when Uχ/2 exceeds 1, where U is the repulsion and χ is the orbital polarization produced per unit orbital field. For the present values this quantity is about 1.2 to 1.4, for uniform and for staggered polarization, so within mean-field theory the symmetric state is not the lowest one. Mean-field theory tends to overestimate such ordering, so this does not show that the material orders. Correlated motion or orbital order, neither of which is included here, may then be important.

Set beside the real material, the lattice constant, filling and hopping are of typical size, though t depends on how it is extracted. Real crystals and films have rotated oxygen octahedra, and films are often strained, so their symmetry is lower than cubic. The rotations are not sized here. Of the effects that are, a finite charge-transfer energy moves the estimated width from 3.0 eV to 2.1 eV, or to 2.5 eV when ligand–ligand hopping is included, and scaling by the mean hopping for full spin disorder gives a rough estimate of 2.0 eV. The model is therefore a starting point for the d-orbital character and the approximate shape of the bands, as long as correlation, orbital order and octahedral rotations do not change them strongly. Its energies are rough. The complete set of values is in the numerical output.

Table of computed values

```
INPUTS (rough typical manganite values)
lattice constant a = 0.39 nm
sigma hopping t = 0.50 eV
eg electrons per site = 0.70
temperature = 300 K
BANDS (energy from the on-site level)
Gamma: lower -1.500 eV, upper -1.500 eV
X: lower -1.500 eV, upper 0.500 eV
M: lower -0.500 eV, upper 1.500 eV
R: lower 1.500 eV, upper 1.500 eV
Gamma-X, kx a/pi = 0.25: -1.500 eV and -1.207 eV
Gamma-X, kx a/pi = 0.50: -1.500 eV and -0.500 eV
Gamma-X, kx a/pi = 0.75: -1.500 eV and 0.207 eV
Gamma-R, k a/pi = 0.25: -1.061 eV and -1.061 eV
Gamma-R, k a/pi = 0.75: 1.061 eV and 1.061 eV
k a = (pi/3, pi/2, 0): -1.1830 eV and -0.3170 eV
total width = 3.000 eV
curvature across flat line = 0.7500 eV (times a^2)
transverse mass = 0.668 electron masses
chemical potential = -0.500 eV
chemical potential above band bottom = 1.000 eV
NEGLECTED EFFECTS (rough inputs)
charge-transfer energy Delta = 5.00 eV
p-d coupling V = sqrt(t Delta) = 1.581 eV
Gamma-to-R rise with explicit p orbitals = 2.110 eV
ligand-ligand hopping difference W = 0.75 eV
Gamma-to-R rise with p orbitals and W = 2.500 eV
delta hopping = 0.010 eV
flat-band width from delta hopping = 0.040 eV
tetragonal orbital splitting = 0.100 eV
Gamma-R splitting from strain = 0.100 eV
lowest-band width on Gamma-X from strain = 0.0241 eV
exchange splitting = 2.50 eV
minority bottom above chem. potential = 1.500 eV
mean hopping factor, random spins = 0.667
total width with that factor = 2.000 eV
thermal energy kT = 0.0259 eV
inter-orbital repulsion, parallel spins = 3.00 eV
mean-field repulsion per site = 0.368 eV
band energy per site = -0.681 eV
```
